# Two-state inelastic tunnelling through a thin barrier: the T^(4/3) law, part 2

Two metal electrodes are separated by a barrier of thickness $L$ and area $S$. An electron enters localized state 1 from the left, hops to state 2 by emitting or absorbing a phonon, and leaves to the right. The low-bias conductance ($eV\ll kT$) of one pair is known; this part averages it over all pairs.

The states are placed at random, with uniform density $g$ per unit energy and volume and decay length $a$. State 1 lies $l$ from the left electrode, state 2 lies $r$ from the right one, and $R$ separates them. Energies $E_i=\varepsilon_ikT$ are measured from the Fermi level, and $\Delta=E_1-E_2$. Each state holds at most one carrier, spin is left out, and a full pair has energy $E_1+E_2+U$, with $u=U/kT$. The electron charge is $-e$.

The electrode rates, tunnelling amplitude and hop rate are

$$
\Gamma_L=\Gamma_0e^{-2l/a},\qquad \Gamma_R=\Gamma_0e^{-2r/a},
$$

$$
t=t_0e^{-R/a},
$$

$$
W_{12}=b\,e^{-2R/a}\frac{\Delta}{1-e^{-\Delta/kT}},\qquad
b=\frac{E_d^2t_0^2}{\pi\rho_m\hbar^4s^5},
$$

with deformation potential $E_d$, mass density $\rho_m$ and sound speed $s$. This hop rate needs $\hbar s/R\ll kT\ll2\hbar s/a$. It omits two phonon factors, $1-\sin qR/(qR)$ and the square of $1/[1+(qa/2)^2]^2$, where $q=|\Delta|/\hbar s$.

The pair conductance is

$$
G_{\rm pair}=\frac{e^2}{kT}\,\frac1{1/w_{12}+Z},\qquad
w_{12}=p_{10}W_{12}=b\,kT\,e^{-2R/a}\psi,
$$

$$
\psi=p_{10}\frac{\varepsilon_1-\varepsilon_2}{1-e^{-(\varepsilon_1-\varepsilon_2)}} .
$$

$$
Z=\left[\left(\frac1{w_{L0}}+\frac1{w_{R0}}\right)^{-1}+\left(\frac1{w_{L1}}+\frac1{w_{R1}}\right)^{-1}\right]^{-1},
$$

$$
\begin{aligned}
w_{L0}&=\Gamma_Lp_{00}f(\varepsilon_1),& w_{R0}&=\Gamma_Rp_{00}f(\varepsilon_2),\\
w_{L1}&=\Gamma_Lp_{01}f(\varepsilon_1+u),& w_{R1}&=\Gamma_Rp_{10}f(\varepsilon_2+u).
\end{aligned}
$$

Here $f(x)=1/(1+e^{x})$, and the equilibrium probabilities $p_{00},p_{10},p_{01},p_{11}$ (empty, state 1 filled, state 2 filled, full) are proportional to $1,e^{-\varepsilon_1},e^{-\varepsilon_2},e^{-\varepsilon_1-\varepsilon_2-u}$. For $U=0$, "independent resistors" means replacing $Z$ by $1/(\Gamma_L\varphi_1)+1/(\Gamma_R\varphi_2)$, with $\varphi_i=f(\varepsilon_i)[1-f(\varepsilon_i)]$.

With $\tau=b\,kT/\Gamma_0$, the best positions and common rate are

$$
R_*=\frac L3+\frac a3\ln\tau,\qquad l_*=r_*=\frac L3-\frac a6\ln\tau .
$$

$$
k_*=(\Gamma_0^2b\,kT)^{1/3}e^{-2L/3a}.
$$

The reference conductance of an optimal pair is $e^2k_*/(12kT)$.

## The average over pairs and its limits

From the first half, the following is needed. The barrier has thickness $L$, decay length $a$ and density of states $g$. The states of a pair lie at distances $l$ and $r$ from the left and right electrodes and at distance $R$ from each other; their energies in units of $kT$ are $\varepsilon_1,\varepsilon_2$, and their mutual repulsion is $U=u\,kT$. The electrode rates are $\Gamma_0e^{-2l/a}$ and $\Gamma_0e^{-2r/a}$, and the hop flow is $w_{12}=b\,kT\,e^{-2R/a}\psi(\varepsilon_1,\varepsilon_2)$. The pair conductance is $(e^2/kT)/(1/w_{12}+Z)$, where $Z$ is the resistance of the electrode links. Further, $\tau=b\,kT/\Gamma_0$, and the common rate at the optimum is $k_*=\Gamma_0\tau^{1/3}e^{-2L/3a}$.

If the area holds many conducting pairs, its conductance is the sum over their mean density. Let $\eta$ be the displacement of the two states parallel to the electrodes. Since $dE_1dE_2=(kT)^2d\varepsilon_1d\varepsilon_2$,

$$
\frac{G_2}{S}=e^2g^2kT\int d\varepsilon_1d\varepsilon_2\int dl\,dr\,2\pi\eta\,d\eta\;\frac1{1/w_{12}+Z}.
$$

At fixed $l$ and $r$, the separation along the normal is $x=L-l-r$, and $R^2=x^2+\eta^2$ gives $\eta\,d\eta=R\,dR$. Write $R=x+\delta$, with $\delta\ge0$ the extra length caused by the displacement. Then $l+R+r=L+\delta$. Now introduce

$$
\frac{2l}a=m+\frac d2,\qquad \frac{2r}a=m-\frac d2,\qquad
\frac{2R}a=Y-2m,\qquad Y=\frac{2(L+\delta)}a .
$$

The Jacobian gives $dl\,dr=(a^2/4)\,dm\,dd$. Both electrode rates contain $e^{-m}$, and $Z$ is homogeneous of degree one in their inverses. Thus $Z=(e^m/\Gamma_0)P$, where $P$ is $Z$ with $1/\Gamma_L$ and $1/\Gamma_R$ replaced by $e^{d/2}$ and $e^{-d/2}$. The integral over $m$ is

$$
\int_{-\infty}^{\infty}\frac{dm}{\alpha e^m+\beta e^{-2m}},\qquad
\alpha=\frac P{\Gamma_0},\qquad \beta=\frac{e^Y}{b\,kT\,\psi}.
$$

Put $m=m_0+\theta$ with $e^{3m_0}=\beta/\alpha$. Both terms then share the factor $\alpha e^{m_0}=\alpha^{2/3}\beta^{1/3}$. With $v=e^\theta$,

$$
\int_{-\infty}^{\infty}\frac{d\theta}{e^\theta+e^{-2\theta}}=\int_0^\infty\frac{v\,dv}{1+v^3}=\frac{2\pi}{3\sqrt3}.
$$

This is the case $\sigma=1$ of the integral $\int_0^\infty v^\sigma dv/(1+v^3)=(\pi/3)/\sin[\pi(\sigma+1)/3]$. The integral over $m$ therefore equals

$$
\frac{2\pi}{3\sqrt3}\,(\Gamma_0^2b\,kT)^{1/3}e^{-Y/3}P^{-2/3}\psi^{1/3}.
$$

Both the power $1/3$ of the hop rate and the exponential $e^{-Y/3}=e^{-2L/3a}e^{-2\delta/3a}$ are now explicit. Extending the limits to infinity adds configurations in which one of the three distances would be negative. At the edge of that region one distance is zero and the other two share its length, so their resistances exceed the optimum by a factor of about $e^{L/3a}$. The relative error is of order $e^{-L/3a}$, apart from slower factors.

The factor $2\pi R$ must still be averaged. The mean of $\theta$ is the derivative of the logarithm of the $v$ integral with respect to $\sigma$ at $\sigma=1$:

$$
\langle\theta\rangle=-\frac\pi3\cot\frac{2\pi}3=\frac{\pi}{3\sqrt3}.
$$

From its definition, $m_0=Y/3-\tfrac13\ln(\tau\psi P)$. Since $R=(a/2)(Y-2m)$, the mean hop length at given $\delta$ is

$$
\langle R\rangle=R_0+\frac\delta3,\qquad
R_0=\frac L3+\frac a3\ln\tau+\frac a3\langle\ln(\psi P)\rangle-\frac{\pi a}{3\sqrt3}.
$$

The remaining average is over $\varepsilon_1,\varepsilon_2,d$ with weight $P^{-2/3}\psi^{1/3}$. The integral over $\delta$ follows from $\int_0^\infty e^{-2\delta/3a}d\delta=3a/2$ and $\int_0^\infty\delta e^{-2\delta/3a}d\delta=9a^2/4$:

$$
\int_0^\infty2\pi\left(R_0+\frac\delta3\right)e^{-2\delta/3a}d\delta
=3\pi a\left(R_0+\frac a2\right).
$$

Multiplication by $a^2/4$ gives the result:

$$
\boxed{\frac{G_2}{S}=\frac{3\pi}4\,C\,e^2g^2a^3\ell\,kT\,(\Gamma_0^2b\,kT)^{1/3}e^{-2L/3a}}
$$

$$
\ell=\frac L3+\frac a3\ln\tau+ca,\qquad
C=\frac{2\pi}{3\sqrt3}\int d\varepsilon_1d\varepsilon_2\,dd\;P^{-2/3}\psi^{1/3},
$$

$$
c=\frac12-\frac\pi{3\sqrt3}+\frac13\langle\ln(\psi P)\rangle .
$$

For $U=0$, numerical integration gives the pure numbers $C=48.2$ and $c=0.44$. Independent resistors would give $C=53.2$, about 10% too much.

The power of temperature has three sources. Two levels within about $kT$ of the Fermi energy give $T^2$, the linear response of their occupations gives $T^{-1}$, and the common rate gives $T^{1/3}$. Their product is $T^{4/3}$. The length $\ell$ also depends on temperature, through $d\ell/d\ln T=a/3$, and on thickness, through $d\ell/dL=1/3$. Hence

$$
\frac{d\ln G_2}{d\ln T}=\frac43+\frac a{3\ell},\qquad
\frac{d\ln G_2}{dL}=-\frac2{3a}+\frac1{3\ell}.
$$

The Glazman–Matveev law $G_2\propto T^{4/3}e^{-2L/3a}$ is thus the leading behaviour for $L\gg a$, with a slowly varying factor $\ell$ beside it. If the hop rate grew as $T^p$ instead of $T$, the same counting would give $T^{1+p/3}$; for phonons with $qR\ll1$, where $p=3$, this is $T^2$.

The closed form was compared with a direct numerical sum over both energies, both depths and the parallel displacement, using the true distances. For $L/a=25$ and $\tau=7.36$, the ratio of the sum to the formula was 0.999, both for $u=0$ and for $u=4$. At $u=0$ the sum gave a temperature exponent of 1.369, as does the formula, and $a\,d\ln G_2/dL=-0.631$. At $L/a=45$, with $\tau$ unchanged, the exponent fell to 1.354, closer to $4/3$.

Repulsion leaves the power law intact in two limits. For $U\ll kT$ the constants are those above. For $U\gg kT$ a pair conducts either between empty and singly occupied or between singly occupied and full. Both cases have levels within about $kT$ of the required energies, and $C$ tends to a new constant, 79.5. In between, $C$ depends on $U/kT$ and bends the power law.

Chains with other numbers of states compete. For one state, resonant transmission gives

$$
\frac{G_1}{S}=g\frac{e^2}{h}\int dl\int dE\,\frac{\hbar^2\Gamma_L\Gamma_R}{E^2+\hbar^2(\Gamma_L+\Gamma_R)^2/4}
=e^2g\int dl\,\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}.
$$

With $r=L-l$ and $l=L/2+az/2$, the last integral is $(a/2)\Gamma_0e^{-L/a}\int dz/(e^z+e^{-z})$, and the integral over $z$ is $\pi/2$. So

$$
\frac{G_1}{S}=\frac\pi4e^2ga\,\Gamma_0e^{-L/a},
$$

independent of temperature. For three states, four rates in series share the distance. Treating the links as independent resistors requires

$$
I_N=\int\frac{d^{N-1}z}{\sum_ie^{z_i}}\quad\text{with}\quad\sum_iz_i=0 .
$$

To find it, write $\Gamma(1/N)^N=\int d^Ny\,\exp\left(\sum_iy_i/N-\sum_ie^{y_i}\right)$ in terms of the gamma function and set $y_i=\lambda+z_i$. The Jacobian is $N$, and the integral over $\lambda$ gives $1/\sum_ie^{z_i}$; hence $I_N=\Gamma(1/N)^N/N$. For each hop, $R\simeq x+\eta^2/2x$, and the displacement integral is $\int d^2\eta\,e^{-\eta^2/4ax}=4\pi ax$. With $x$ replaced by $\ell_3=L/4+(a/4)\ln\tau$, the estimate is

$$
\frac{G_3}{S}\simeq e^2g^3(kT)^2\left(\frac a2\right)^3\frac{\Gamma(1/4)^4}4J_3(4\pi a\ell_3)^2\,\Gamma_0\tau^{1/2}e^{-L/2a}.
$$

Here $J_3$ is the integral over the three scaled energies of the fourth root of the product of the four thermal link factors. To leading order $G_3\propto T^{5/2}e^{-L/2a}$. In a sufficiently thick barrier, two-state transport therefore dominates in a window: warming or thickening the barrier favours three states, while cooling or thinning it favours resonant tunnelling, which needs no phonon. That includes pairs with $|\Delta|\lesssim t$, which the phonon rate above does not describe. Without repulsion and with $\gamma_{L,R}=\hbar\Gamma_{L,R}/2$, such a pair transmits with probability $4\gamma_L\gamma_Rt^2/|(E-E_1+i\gamma_L)(E-E_2+i\gamma_R)-t^2|^2$. The integral of this over $E_1$ and $E_2$ is $4\pi^2t^2\sqrt{\gamma_L\gamma_R}/\sqrt{\gamma_L\gamma_R+t^2}$, which for $t^2\gg\gamma_L\gamma_R$ is proportional to $e^{-(l+R+r)/a}$. This elastic two-state channel is independent of temperature and falls as $e^{-L/a}$, like $G_1$. It carries $g^2$ and a sum over two positions, however, so it need not be smaller than $G_1$.

As an example, take $L=20$ nm, $a=0.8$ nm, $g=10^{18}$ per eV cm³ and $T=20$ K, so that $kT=1.723$ meV. The other inputs are $\hbar\Gamma_0=t_0=0.2$ eV, $E_d=3$ eV, $\rho_m=2300$ kg/m³ and $s=8000$ m/s. They give $\Gamma_0=3.04\times10^{14}$ s⁻¹ and $b\,kT=2.24\times10^{15}$ s⁻¹, hence $\tau=7.36$. The best hop is $R_*=6.67+0.267\times2.00=7.20$ nm, with each state 6.40 nm from its electrode. The common rate is

$$
k_*=3.04\times10^{14}\times7.36^{1/3}\times e^{-16.67}=3.4\times10^7\ \mathrm{s^{-1}}.
$$

With $\ell=7.20+0.44\times0.8=7.55$ nm and $g=10^{-3}$ per eV nm³,

$$
\frac{G_2}{S}=\frac{3\pi}4(48.2)\,e^2(10^{-6})(0.512)(7.55)(1.723\times10^{-3})(3.415\times10^7)
=4.1\times10^{-4}\ \mathrm{S/cm^2},
$$

where lengths are in nm and energies in eV before the final conversion. The specific resistance is about 2.4 kΩ cm². The tunnelling amplitude at $R_*$ is 0.025 meV and the level width about $2\times10^{-5}$ meV, both far below $kT$. Low bias means fields well below $9\times10^{-4}$ MV/cm. A pair at the optimum has the conductance $2.6\times10^{-10}$ S, so there is about one such pair's worth of conductance per 64 µm². This does not mean that a single pair carries the current there: most of it is shared among a larger number of pairs that conduct less well, because their levels or positions are less favourable. The average describes electrodes large enough to hold many such pairs; smaller ones should differ noticeably from sample to sample.

These inputs are illustrative round numbers. The choice of $g$ matters, because $G_1/G_2=0.10$ and $G_3/G_2=0.28$ here, and with all else fixed these ratios vary as $1/g$ and $g$. The estimate of $G_3$ leaves out the correlation between occupations and the corrections to the hop lengths; for these inputs the two nearly cancel, and including both would change $G_3$ by less than 10%. A tenfold larger $g$ would raise $G_3$ to about $2.8\,G_2$, and longer chains, not estimated here, could then matter as well; a tenfold smaller one would make $G_1$ about equal to $G_2$. Even at the chosen $g$, the sum $G_1+G_2+G_3$ has the local exponent 1.51, not 1.37. This sum omits the elastic two-state channel. Without repulsion that channel is about 1.6 to 1.9 times $G_1$ here, for levels within 0.02 to 0.2 eV of the Fermi energy. About $0.8\,G_1$ of it comes from pairs whose phonon hop is their slowest step, and adding that part lowers the exponent of the total to about 1.43. Direct tunnelling, about $4\times10^{-15}$ S/cm² with a prefactor of one, is negligible.

Two further assumptions are only partly met. For relative permittivity 12 and two states a distance $\ell$ apart along the normal, the repulsion screened by image charges in both electrodes is 7.8 meV, or $4.6kT$. It multiplies $G_2$ by 1.52 and lowers its exponent to 1.18, since cooling raises $U/kT$ and with it the prefactor. The phonon window is also narrow: $\hbar s/\ell=0.70$ meV and $2\hbar s/a=13$ meV, against $kT=1.7$ meV. Restoring both omitted phonon factors, without repulsion, multiplies $G_2$ by 0.72 and gives the exponent 1.22. With repulsion and phonon factors together, $G_2$ is multiplied by 1.11, because the two changes happen to act in opposite directions for these inputs. Both lower the exponent, however, and together they bring it to 1.09. These figures use the single distance $\ell$ for every pair; letting the distance vary from pair to pair changes the factors by up to about 5% and the exponents by about 0.01. In this barrier two-state hopping therefore need not show the exponent $4/3$. Nor would a measured exponent near $4/3$ by itself identify it, since a mixture of chains of different lengths can give the same value. The full set of values is in the numerical output below.

## Numbers as computed

```
barrier thickness L = 20.0 nm, decay length a = 0.80 nm
temperature = 20.0 K, kT = 1.723 meV
density of states g = 1.0e+18 per eV cm^3
hbar*Gamma0 = 0.20 eV, t0 = 0.20 eV, E_d = 3.0 eV
mass density = 2300 kg/m^3, sound speed = 8000 m/s
relative permittivity = 12.0
Gamma0 = 3.039e+14 1/s, b*kT = 2.237e+15 1/s
tau = b*kT/Gamma0 = 7.361
optimal hop R* = 7.199 nm, by minimization 7.199 nm
optimal electrode distance = 6.400 nm
common optimal rate = 3.415e+07 1/s
no repulsion: C = 48.200, c = 0.4423
strong repulsion: C = 79.518, c = 0.8174
independent-resistor value of C = 53.247
effective hop length ell = 7.553 nm
master equation vs network, worst relative difference = 8.3e-10
direct sum / closed formula, u=0: 0.99901
direct sum / closed formula, u=4: 0.99909
T exponent at L/a=25: direct 1.3688, formula 1.3686
T exponent at L/a=45: direct 1.3540
a*dlnG/dL: direct -0.6310, formula -0.6314
two-state conductance G2/S = 4.142e-04 S/cm^2
specific resistance S/G2 = 2.415e+03 ohm cm^2
one-state G1/S = 4.248e-05 S/cm^2, G1/G2 = 0.103
three-state estimate G3/S = 1.167e-04 S/cm^2, G3/G2 = 0.282
direct tunnelling, unit prefactor = 3.8e-15 S/cm^2
T exponent of G1+G2+G3 = 1.513
screened repulsion U = 7.84 meV, U/kT = 4.55
G2 factor from repulsion = 1.516, T exponent 1.184
G2 factor from phonon factors = 0.723, T exponent 1.217
G2 factor from both = 1.106, T exponent 1.088
phonon window: hbar*s/ell = 0.697 meV, 2*hbar*s/a = 13.16 meV
intersite amplitude at R* = 2.47e-02 meV
level width at optimum = 2.25e-05 meV
field at which eV = kT: 8.62e-04 MV/cm
conductance of one optimal pair = 2.646e-10 S
area per conducting pair = 6.388e+01 um^2
```
